## The orbital g factor of hydrogen with a moving nucleus

Without a magnetic field, the finite mass of the proton is accounted for by replacing the electron mass $m$ with the reduced mass $\mu$ in the relative motion. If the same replacement is made in the Bohr magneton, the orbital Zeeman splitting of hydrogen comes out too large, although nuclear motion in fact makes it smaller. The proton also carries charge, and its coupling to the field must be included before the relative coordinate is separated. For an atom at rest, in a sense made precise below, the orbital factor is

$$
g_L=1-\frac{m}{M}, \tag{1}
$$

where $M$ is the proton mass.

### Hamiltonian and conventions

The electron has charge $-e$ and the proton $+e$, with $e>0$. Both are treated as nonrelativistic, spinless particles that interact through a central potential $V(r)$; for hydrogen this is the Coulomb potential. Spin moments, spin-orbit coupling and other relativistic corrections are omitted. SI units are used.

For a uniform field $\mathbf B$, take the vector potential $\mathbf A(\mathbf x)=\tfrac12\mathbf B\times\mathbf x$. A particle of charge $q$ has kinetic momentum $\mathbf p-q\mathbf A$, so that

$$
\boldsymbol\pi_e=\mathbf p_e+\frac e2\mathbf B\times\mathbf r_e,\qquad
\boldsymbol\pi_p=\mathbf p_p-\frac e2\mathbf B\times\mathbf r_p, \tag{2}
$$

$$
H=\frac{\boldsymbol\pi_e^2}{2m}+\frac{\boldsymbol\pi_p^2}{2M}+V(|\mathbf r_e-\mathbf r_p|). \tag{3}
$$

The orbital factor is defined by writing the term linear in the field as

$$
H_1=g_L\frac{\mu_B}{\hbar}\,\mathbf B\cdot\mathbf L,\qquad \mu_B=\frac{e\hbar}{2m}. \tag{4}
$$

Here $\mathbf L=\mathbf r\times\mathbf p$ is the relative angular momentum, and $\mu_B$ contains the electron mass, not the reduced mass.

Let $M_t=m+M$ and $\mu=mM/M_t$. The relative and centre-of-mass coordinates are $\mathbf r=\mathbf r_e-\mathbf r_p$ and $\mathbf R=(m\mathbf r_e+M\mathbf r_p)/M_t$. Solving for the particle positions gives

$$
\mathbf r_e=\mathbf R+\frac M{M_t}\mathbf r,\qquad
\mathbf r_p=\mathbf R-\frac m{M_t}\mathbf r. \tag{5}
$$

With $\mathbf P=-i\hbar\nabla_R$ and $\mathbf p=-i\hbar\nabla_r$, the chain rule gives

$$
\mathbf p_e=\frac m{M_t}\mathbf P+\mathbf p,\qquad
\mathbf p_p=\frac M{M_t}\mathbf P-\mathbf p. \tag{6}
$$

### The conserved momentum

The vector potential depends on position, so $\mathbf P$ is not conserved. The equations of motion show what replaces it. For either particle, with charge $q$, mass $m_i$ and kinetic momentum $\boldsymbol\pi$,

$$
[\pi_j,\pi_k]=i\hbar q(\partial_jA_k-\partial_kA_j)
=i\hbar q\,\epsilon_{jkl}B_l, \tag{7}
$$

with repeated indices summed. This commutator is a constant, so the kinetic energy contributes

$$
\frac{i}{\hbar}\left[\frac{\pi_k\pi_k}{2m_i},\pi_j\right]
=\frac{i}{\hbar m_i}\pi_k[\pi_k,\pi_j]
=-\frac{q}{m_i}\epsilon_{kjl}\pi_kB_l
=q(\mathbf v\times\mathbf B)_j \tag{8}
$$

to $d\pi_j/dt$, where $\mathbf v=\boldsymbol\pi/m_i=d\mathbf r_i/dt$. This is the magnetic force. The forces derived from $V$ are equal and opposite, and they cancel in the sum over particles:

$$
\frac d{dt}(\boldsymbol\pi_e+\boldsymbol\pi_p)
=-e\,\frac{d\mathbf r_e}{dt}\times\mathbf B
+e\,\frac{d\mathbf r_p}{dt}\times\mathbf B
=\frac d{dt}\left(e\,\mathbf B\times\mathbf r\right). \tag{9}
$$

The last step reverses the order of the cross product, which changes its sign. The conserved vector, called the pseudomomentum, is therefore

$$
\hat{\mathbf K}=\boldsymbol\pi_e+\boldsymbol\pi_p-e\mathbf B\times\mathbf r. \tag{10}
$$

By equation (2), $\boldsymbol\pi_e+\boldsymbol\pi_p=\mathbf P+\tfrac e2\mathbf B\times\mathbf r$, and hence

$$
\hat{\mathbf K}=\mathbf P-\frac e2\mathbf B\times\mathbf r. \tag{11}
$$

Its components commute with one another because $\mathbf P$ commutes with $\mathbf r$. Neutrality matters here: with a net charge, $\hat{\mathbf K}$ would also contain $\mathbf B\times\mathbf R$, which does not commute with $\mathbf P$.

### Removing the centre of mass

Since the components of $\hat{\mathbf K}$ commute with each other and with $H$, states can be chosen with a definite eigenvalue $\mathbf K$. Equation (11) then requires

$$
-i\hbar\nabla_R\psi=\left(\mathbf K+\frac e2\mathbf B\times\mathbf r\right)\psi, \tag{12}
$$

whose solution is

$$
\psi(\mathbf R,\mathbf r)=
\exp\left\{\frac i\hbar\left(\mathbf K+\frac e2\mathbf B\times\mathbf r\right)\cdot\mathbf R\right\}\phi(\mathbf r). \tag{13}
$$

The phase depends on $\mathbf r$ as well as on $\mathbf R$, so it also affects the relative momentum. From $(\mathbf B\times\mathbf r)\cdot\mathbf R=\mathbf r\cdot(\mathbf R\times\mathbf B)$, its gradient with respect to $\mathbf r$ contributes $\tfrac e2\mathbf R\times\mathbf B=-\tfrac e2\mathbf B\times\mathbf R$. When the phase is moved to the left of the operators, they become

$$
\mathbf P\to\mathbf K+\frac e2\mathbf B\times\mathbf r,\qquad
\mathbf p\to\mathbf p-\frac e2\mathbf B\times\mathbf R. \tag{14}
$$

Insert equations (5), (6) and (14) into the electron's kinetic momentum:

$$
\begin{aligned}
\boldsymbol\pi_e\to{}&\frac m{M_t}\left(\mathbf K+\frac e2\mathbf B\times\mathbf r\right)
+\mathbf p-\frac e2\mathbf B\times\mathbf R\\
&+\frac e2\mathbf B\times\mathbf R+\frac e2\frac M{M_t}\mathbf B\times\mathbf r\\
={}&\frac m{M_t}\mathbf K+\mathbf p+\frac e2\mathbf B\times\mathbf r.
\end{aligned} \tag{15}
$$

The terms in $\mathbf R$ cancel, and the two fractions multiplying $\mathbf B\times\mathbf r$ add to one. For the proton,

$$
\begin{aligned}
\boldsymbol\pi_p\to{}&\frac M{M_t}\left(\mathbf K+\frac e2\mathbf B\times\mathbf r\right)
-\mathbf p+\frac e2\mathbf B\times\mathbf R\\
&-\frac e2\mathbf B\times\mathbf R+\frac e2\frac m{M_t}\mathbf B\times\mathbf r\\
={}&\frac M{M_t}\mathbf K-\mathbf p+\frac e2\mathbf B\times\mathbf r.
\end{aligned} \tag{16}
$$

The relative momentum has opposite signs in equations (15) and (16), while the field term has the same sign. This difference decides the sign of the mass correction.

### The relative Hamiltonian

Write $\mathbf b=\mathbf B\times\mathbf r$. Because $\nabla_r\cdot\mathbf b=0$, the products $\mathbf p\cdot\mathbf b$ and $\mathbf b\cdot\mathbf p$ are equal. The triple product then gives

$$
\mathbf b\cdot\mathbf p=(\mathbf B\times\mathbf r)\cdot\mathbf p
=\mathbf B\cdot(\mathbf r\times\mathbf p)=\mathbf B\cdot\mathbf L. \tag{17}
$$

The squares of the transformed momenta are

$$
\begin{aligned}
\boldsymbol\pi_e^2\to{}&\frac{m^2}{M_t^2}K^2+p^2+\frac{e^2}{4}b^2
+\frac{2m}{M_t}\mathbf K\cdot\mathbf p\\
&+\frac{em}{M_t}\mathbf K\cdot\mathbf b+e\mathbf B\cdot\mathbf L,\\
\boldsymbol\pi_p^2\to{}&\frac{M^2}{M_t^2}K^2+p^2+\frac{e^2}{4}b^2
-\frac{2M}{M_t}\mathbf K\cdot\mathbf p\\
&+\frac{eM}{M_t}\mathbf K\cdot\mathbf b-e\mathbf B\cdot\mathbf L.
\end{aligned} \tag{18}
$$

Divide the first by $2m$ and the second by $2M$, then add. The coefficient of $K^2$ is $(m+M)/2M_t^2=1/2M_t$. The terms in $\mathbf K\cdot\mathbf p$ have coefficients $+1/M_t$ and $-1/M_t$ and cancel. The terms in $\mathbf K\cdot\mathbf b$ each have coefficient $e/2M_t$ and add. Using $1/m+1/M=1/\mu$ for the terms in $p^2$ and $b^2$, one finds

$$
\begin{aligned}
H_K={}&\frac{K^2}{2M_t}+\frac{p^2}{2\mu}+V(r)
+\frac e2\left(\frac1m-\frac1M\right)\mathbf B\cdot\mathbf L\\
&+\frac{e^2}{8\mu}(\mathbf B\times\mathbf r)^2
+\frac e{M_t}\mathbf K\cdot(\mathbf B\times\mathbf r).
\end{aligned} \tag{19}
$$

No expansion in $B$ or in $m/M$ has been made. At $\mathbf K=0$ the linear term is

$$
H_1=\frac e{2m}\left(1-\frac mM\right)\mathbf B\cdot\mathbf L
=\left(1-\frac mM\right)\frac{\mu_B}{\hbar}\mathbf B\cdot\mathbf L. \tag{20}
$$

Comparison with equation (4) proves equation (1). Within this model the result holds for any mass ratio.

For $\mathbf B$ along $z$ and $\mathbf K=0$, $L_z$ commutes with $H_K$, and the linear term shifts a level by $g_L\mu_BBm_l$. The rest of the Hamiltonian is unchanged by the reflection $y\to-y$, which reverses $m_l$. It therefore gives equal energies to partner states with opposite $m_l$, and their splitting is

$$
E_{m_l}-E_{-m_l}=2g_L\mu_BBm_l. \tag{21}
$$

A weak field is needed for the linear term to describe each level's whole shift, but not for this difference.

### Why the correction is negative

The two currents can be examined separately. At $\mathbf K=0$ and in the limit $B\to0$, the velocities are $\mathbf p/m$ for the electron and $-\mathbf p/M$ for the proton. Their positions relative to the centre of mass are $(M/M_t)\mathbf r$ and $-(m/M_t)\mathbf r$. The magnetic moment $\tfrac12\sum_iq_i\mathbf r_i\times\mathbf v_i$ is therefore

$$
\boldsymbol{\mathcal M}
=-\frac e{2m}\frac M{M_t}\mathbf L+\frac e{2M}\frac m{M_t}\mathbf L
=-\frac e{2m}\left(\frac M{M_t}-\frac{m^2}{MM_t}\right)\mathbf L. \tag{22}
$$

Since $H_1=-\boldsymbol{\mathcal M}\cdot\mathbf B$, the bracket is $g_L$:

$$
\frac M{M_t}-\frac{m^2}{MM_t}
=\frac{(M-m)(M+m)}{MM_t}=1-\frac mM. \tag{23}
$$

The electron carries only the fraction $M/M_t=1-m/M+\cdots$ of the relative angular momentum, which accounts for the whole first-order reduction. The proton current is of second order in $m/M$: one factor comes from its small orbit and the other from its small velocity.

As $M\to\infty$, $g_L\to1$. For equal masses $g_L=0$: the two particles circulate in the same sense on orbits of equal size, and their opposite charges produce cancelling moments.

Replacing $m$ by $\mu$ in the magneton would instead give a coefficient $e/2\mu$, or $g=m/\mu=1+m/M$. It amounts to adding the electron and proton contributions to the linear term of equation (19), where they must be subtracted. In the quadratic term the signs disappear on squaring, and the reduced mass is correct.

### Motion across the field

Let $\mathbf v=\mathbf K/M_t$. By equation (10), the centre-of-mass velocity is $\mathbf v+(e/M_t)\mathbf B\times\mathbf r$, so $\mathbf v$ is the atom's velocity up to a term that vanishes with $B$. The last term of equation (19) becomes

$$
H_v=e\,\mathbf v\cdot(\mathbf B\times\mathbf r)
=e\,\mathbf r\cdot(\mathbf v\times\mathbf B). \tag{24}
$$

This is the energy of the electric dipole $-e\mathbf r$ in the motional field $\mathbf v\times\mathbf B$. It is linear in $B$, as is the Zeeman term. Its mean value vanishes in a state of definite parity, but hydrogen has degenerate states of opposite parity that it can mix.

Consider the $n=2$ shell with $\mathbf B$ along $z$ and $\mathbf v$ along $y$, so that $H_v=evBx$. Let $a$ be the Bohr radius calculated with $\mu$, and let $\varrho=r/a$. The relevant normalized orbitals are

$$
\phi_s=\frac{(2-\varrho)e^{-\varrho/2}}{4\sqrt{2\pi a^3}},\qquad
\phi_\pm=\frac{\varrho\sin\theta\,e^{\pm i\varphi}e^{-\varrho/2}}{8\sqrt{\pi a^3}}. \tag{25}
$$

With $x=a\varrho\sin\theta\cos\varphi$, the matrix element is

$$
\begin{aligned}
\langle s|x|\pm\rangle
&=\frac a{32\sqrt2\,\pi}
\int_0^\infty(2-\varrho)\varrho^4e^{-\varrho}d\varrho
\int_0^\pi\sin^3\theta\,d\theta\\
&\quad\times\int_0^{2\pi}\cos\varphi\,e^{\pm i\varphi}d\varphi
=\frac{a(-72)(4/3)\pi}{32\sqrt2\,\pi}=-\frac{3a}{\sqrt2}.
\end{aligned} \tag{26}
$$

The $2p$ state with $m_l=0$ does not couple to $2s$, because the integral over $\varphi$ vanishes. The $2p$ states do not couple to one another through $x$, because they have equal parity.

Set $W=g_L\mu_BB$ and $c=-3eavB/\sqrt2$. For amplitudes $u_s,u_+,u_-$ and an energy shift $\lambda$, the linear terms give

$$
\lambda u_s=c(u_++u_-),\qquad
(\lambda-W)u_+=cu_s,\qquad
(\lambda+W)u_-=cu_s. \tag{27}
$$

Multiply the first equation by $\lambda^2-W^2$ and use the other two. This gives $\lambda(\lambda^2-W^2)u_s=2c^2\lambda u_s$. The three shifts are thus zero and

$$
\lambda_\pm=\pm\sqrt{(g_L\mu_BB)^2+(3eavB)^2}, \tag{28}
$$

while the uncoupled $m_l=0$ state also has zero shift. Both terms under the root scale as $B^2$, so in this model, where $2s$ and $2p$ are exactly degenerate at zero field, weakening the field does not reduce the effect of motion relative to the Zeeman shift. The condition $\mathbf K=0$, or $\mathbf K$ parallel to $\mathbf B$, is what removes it.

### Hydrogen at one tesla

The electron and proton masses give $m/M=5.446\times10^{-4}$ and $g_L=0.999455$ in this model. The proton current contributes $-2.96\times10^{-7}$ to $g_L$. At $B=1.0\ \mathrm T$, $\mu_BB/h=13.9962\ \mathrm{GHz}$. For the $2p$ states with $m_l=\pm1$, equation (21) gives

$$
\frac{\Delta E}{h}=2(0.999455)(13.9962\ \mathrm{GHz})
=27.977\ \mathrm{GHz}. \tag{29}
$$

An infinitely heavy proton would give $27.992\ \mathrm{GHz}$. Nuclear motion lowers the splitting by $15.2\ \mathrm{MHz}$, whereas the reduced-mass magneton would raise it by the same amount.

The quadratic term can be estimated to first order. For these states the radial integrals give $\langle r^2\rangle=(6!/4!)a^2=30a^2$. The angular mean of $\sin^2\theta$ is $(16/15)/(4/3)=4/5$, hence $\langle x^2+y^2\rangle=24a^2$. The shift is

$$
\frac{e^2B^2}{8\mu h}\,24a^2=\frac{3e^2a^2B^2}{\mu h}
=0.36\ \mathrm{MHz} \tag{30}
$$

for both states, with $a=52.947\ \mathrm{pm}$. It is small beside the linear shift of $13.99\ \mathrm{GHz}$ and cancels in their difference.

An atom crossing the field at $2000\ \mathrm{m/s}$ feels a motional field of $2000\ \mathrm{V/m}$, and $3eavB/h=76.8\ \mathrm{MHz}$. Expanding equation (28) for a small electric term, the outer splitting grows by approximately

$$
\frac{(76.8\ \mathrm{MHz})^2}{13989\ \mathrm{MHz}}
=0.42\ \mathrm{MHz}. \tag{31}
$$

The increase equals the nuclear-mass reduction when $\lambda_+=\mu_BB$. Since $3eavB$ is proportional to $v$, that speed is

$$
v_c=(2000\ \mathrm{m/s})
\frac{13996\ \mathrm{MHz}}{76.8\ \mathrm{MHz}}
\sqrt{1-g_L^2}\simeq12.0\ \mathrm{km/s}. \tag{32}
$$

The field cancels from this ratio only because $2s$ and $2p$ are exactly degenerate at zero field in this model. At $v_c$ the outer splitting in the linear model equals that of an atom at rest with an infinitely heavy proton.

These frequencies compare terms within a spinless model; they do not predict a measured spectrum. Spin, fine structure and the Lamb shift (about $1\ \mathrm{GHz}$) change the levels and their degeneracies, so equations (28), (31) and (32) cannot be applied unchanged to the full atom. With these terms included and hyperfine structure neglected, motion at $2000\ \mathrm{m/s}$ widens the splitting of the $m_j=\pm3/2$ states by about $0.85\ \mathrm{MHz}$ at one tesla, twice the value of equation (31). The change reverses sign below a $2s$-$2p$ crossing near $0.7\ \mathrm T$, becomes negligible beside the mass effect in weak fields, and approaches equation (28) only at several tesla. Fine structure is of order $\alpha^2$ times the binding energy, where $\alpha$ is the fine-structure constant; for $2p$ it is about $11\ \mathrm{GHz}$, comparable to $\mu_BB/h$ at one tesla and far larger than the $15.2\ \mathrm{MHz}$ mass effect. Relativistic corrections to the orbital moment itself are of the order of the squared electron speed over $c^2$, whose mean in shell $n$ is $\alpha^2/n^2$, with $\alpha^2=5.3\times10^{-5}$. For $2p$ this scale is $1.3\times10^{-5}$; for a spinless relativistic electron the correction is half of it, $-\alpha^2/2n^2=-6.7\times10^{-6}$, about one eightieth of $m/M$. In $g_L$ the mass correction is therefore the larger of the two, but the last digits of $g_L$ quoted here belong to the model alone.
